# Bloch finite elements for phonons in multilayers: constraint, convergence and failure

Suppose that a band calculation for a silicon/germanium superlattice must show how much half a nanometre of mixing at the interfaces moves a phonon frequency near 0.58 THz. In the example below the shift is 0.08 %. Without mixing, linear elements with 128 unknowns per period carry a frequency error of the same size, so the comparison relies on that error cancelling between two runs; quartic elements with 32 unknowns carry an error of only 0.0006 %. That advantage depends on where the nodes lie and on how the Bloch phase is imposed.

## Model and sign conventions

The layers are stacked along \(z\) with period \(d\), perfectly bonded, lossless and linearly elastic. Each is cubic, grown along [001], with density \(\rho>0\), \(C_{44}>0\) and \(C_{11}>|C_{12}|\). The in-plane wavenumber \(k\) is real and points along [100]. Motion in the \(xz\) plane is written as

\[
u_x=U(z)e^{i(kx-\omega t)},\qquad u_z=iV(z)e^{i(kx-\omega t)} .
\]

The factor \(i\) in \(u_z\) makes the reduced equations real. The strains are \(\varepsilon_{xx}=ikU\), \(\varepsilon_{zz}=iV'\) and \(\gamma_{xz}=U'+ik(iV)=U'-kV\). Hooke's law gives \(\sigma_{xz}=t_1\), \(\sigma_{zz}=it_2\) and \(\sigma_{xx}=is\), with

\[
t_1=C_{44}(U'-kV),\quad t_2=C_{12}kU+C_{11}V',\quad s=C_{11}kU+C_{12}V'.
\]

With \(\lambda=\omega^2\), Newton's law along \(x\) reads \(-\rho\lambda U=ik(is)+t_1'\). Along \(z\) it reads \(-\rho\lambda iV=ikt_1+it_2'\). Hence

\[
-t_1'+ks=\lambda\rho U,\qquad -t_2'-kt_1=\lambda\rho V. \tag{1}
\]

A Bloch mode \(w=(U,V)\) satisfies \(w(z+d)=\mu w(z)\), with \(\mu=e^{iqd}\) and \(q\) real. The traction \(t=(t_1,t_2)\) obeys the same relation.

## Why the pencil is Hermitian

Multiply (1) by the conjugates of test functions \(v=(v_1,v_2)\), add, and integrate by parts over one period. Displacement and traction are continuous at the interfaces, so only the end terms survive:

\[
\int_0^d\left[(v_1'-kv_2)^*t_1+(kv_1)^*s+v_2'^*t_2\right]dz-\left[v^\dagger t\right]_0^d
=\lambda\int_0^d\rho\,v^\dagger w\,dz .
\]

Define \(e(w)=(kU,\;V',\;U'-kV)\) and

\[
C=\begin{pmatrix}C_{11}&C_{12}&0\\C_{12}&C_{11}&0\\0&0&C_{44}\end{pmatrix}.
\]

The first bracket is then \(e(v)^\dagger C\,e(w)\). If \(v\) has Bloch factor \(\nu\), the end term equals \((\nu^*\mu-1)v(0)^\dagger t(0)\). For real \(q\), choosing \(\nu=\mu\) removes it, because \(|\mu|^2=1\). The problem becomes

\[
a(v,w)=\lambda\,m(v,w),\quad a=\int_0^d e(v)^\dagger Ce(w)\,dz,\quad m=\int_0^d\rho\,v^\dagger w\,dz. \tag{2}
\]

Physically, the power entering one end of the cell leaves at the other.

Let \(K\) and \(M\) be the real symmetric matrices of \(a\) and \(m\) for continuous elements of degree \(p\), before any constraint. The matrix \(P(\mu)\) copies the free coefficients and sets the last node to \(\mu\) times the first. Then

\[
K_qc=\lambda_hM_qc,\qquad K_q=P^\dagger KP,\qquad M_q=P^\dagger MP. \tag{3}
\]

Both matrices are Hermitian. Since \(c^\dagger M_qc=\int\rho|w_h|^2dz\) vanishes only for \(c=0\), \(M_q\) is positive definite; \(c^\dagger K_qc\) is an elastic energy and cannot be negative.

For a complex Bloch wavenumber, \(|\mu|\ne1\), the end term vanishes only if \(\nu=1/\mu^*\). The left factor in (3) is then \(P(1/\mu^*)^\dagger\), the matrices are no longer Hermitian, and a general eigensolver is needed.

## Scheme

```
input: layers, k, list of q, degree p, elements per layer n
place nodes so that every interface is a node
for each element, for each of p+1 Gauss points:
    S = matrix giving w    from the element coefficients
    E = matrix giving e(w) from the element coefficients
    K += weight * E^T C E
    M += weight * rho * S^T S
for each q:
    P = identity on free nodes; last node = exp(iqd) * first
    solve (P^H K P) c = lambda (P^H M P) c, lowest modes
    omega = sqrt(lambda)
```

The mass integrand has degree \(2p\), and \(p+1\) Gauss points integrate degree \(2p+1\), so both matrices are integrated without quadrature error when \(C\) and \(\rho\) are constant in the element.

With \(N\) elements per period there are \(2pN\) unknowns. A dense solution costs of order \((2pN)^3\) operations. For long periods, the matrices are banded with width of order \(p\), apart from corner blocks made by the phase, so a sparse factorisation costs of order \(Np^3\). \(K\) and \(M\) are assembled once for all \(q\). Since \(e\) is linear in \(k\), \(K=K_0+kK_1+k^2K_2\), and these three matrices serve all \(k\).

## Why the order is \(2p\)

The element functions are admissible in (2), so the min-max principle gives \(\lambda_{h,j}\ge\lambda_j\) for every mode number \(j\). An upper bound is needed for the rate.

Take \(\sigma>0\) and \(b=a+\sigma m\). Because \(|U'|^2\le2|U'-kV|^2+2k^2|V|^2\), the norm \(\|w\|_b=\sqrt{b(w,w)}\) controls both \(w\) and \(w'\). Let \(\Pi u\) be the \(b\)-orthogonal projection of \(u\) onto the element space, and let the exact modes satisfy \(m(w_i,w_l)=\delta_{il}\). For \(u=\sum_{i\le j}c_iw_i\) with \(\sum|c_i|^2=1\),

\[
b(\Pi u,\Pi u)\le b(u,u)\le\lambda_j+\sigma,\qquad
m(\Pi u,\Pi u)\ge1-2|m(u,u-\Pi u)| .
\]

The second inequality expands \(\Pi u=u-(u-\Pi u)\) and drops a non-negative square. Now \(b(w_i,v)=(\lambda_i+\sigma)m(w_i,v)\). With \(g=\sum c_iw_i/(\lambda_i+\sigma)\), this gives

\[
m(u,u-\Pi u)=b(g,u-\Pi u)=b(g-\Pi g,u-\Pi u),
\]

where the last step uses the orthogonality of \(u-\Pi u\) to the element space. Let \(\delta\) be the spectral norm of the matrix \(b(w_i-\Pi w_i,w_l-\Pi w_l)/(\lambda_i+\sigma)\), which bounds this quantity. If \(\delta<1/2\), the projected functions remain independent, and min-max gives

\[
\lambda_j+\sigma\le\lambda_{h,j}+\sigma\le\frac{\lambda_j+\sigma}{1-2\delta}. \tag{4}
\]

Inside a layer the coefficients are constant, so every mode is smooth there. An interpolant of degree \(p\) reproduces the Taylor polynomial of that degree; its error is \(O(h^{p+1})\) in \(w\) and \(O(h^p)\) in \(w'\). It also respects the phase, since the end points are nodes. The projection is at least as good in the \(b\) norm. Two such errors multiply in \(\delta\), so \(\delta=O(h^{2p})\), and the eigenvalue error has the same order.

For \(\omega>0\), \(\omega_h-\omega=(\lambda_h-\lambda)/(\omega_h+\omega)\): the order is unchanged and the relative error is halved. At \(k=q=0\) the two rigid translations lie in the element space and have \(\lambda_h=0\) in exact arithmetic. A rounding error \(\epsilon\) in that zero becomes \(\sqrt{|\epsilon|}\) in frequency, so small \(\lambda\) should be inspected before the root is taken.

## The size of the error

Let \(u\) be an exact mode and \(u_h\) its approximation, both normalised in \(m\), and let \(r=u-u_h\). Since \(a(u,u_h)=\lambda m(u,u_h)\),

\[
a(r,r)=\lambda+\lambda_h-2\lambda\,\mathrm{Re}\,m(u,u_h),\qquad
\lambda m(r,r)=2\lambda-2\lambda\,\mathrm{Re}\,m(u,u_h),
\]

and subtraction gives

\[
\lambda_h-\lambda=a(r,r)-\lambda m(r,r). \tag{5}
\]

For a simple eigenvalue the strain term dominates. To see this, let \(z_f\) solve \(b(z_f,v)=m(f,v)\) for all \(v\). Then \(m(f,u-\Pi u)=b(z_f-\Pi z_f,u-\Pi u)=O(h)\,O(h^p)\), so \(u-\Pi u\) is \(O(h^{p+1})\) in the \(m\) norm. For another discrete mode \(u_{h,i}\), evaluating \(b(u_{h,i},\Pi u)=b(u_{h,i},u)\) in two ways yields

\[
(\lambda_{h,i}-\lambda)\,m(u_{h,i},\Pi u)=(\lambda+\sigma)\,m(u_{h,i},u-\Pi u).
\]

The other modes thus enter \(\Pi u\) at \(O(h^{p+1})\), divided by the spectral gap. With its phase aligned, \(u_h\) differs from \(\Pi u\) by \(O(h^{p+1})\) in the \(b\) norm too. To leading order, (5) is therefore the smallest value of

\[
\int_0^d(u'-v')^\dagger A(u'-v')\,dz,\qquad A=\mathrm{diag}(C_{44},C_{11}), \tag{6}
\]

with \(v'\) a polynomial of degree \(p-1\) in each element. The best fit preserves the mean of \(u'\) in an aligned element, so \(v\) can equal \(u\) at every element end and obey the phase constraint. A nearly degenerate partner delays this regime, because the gap is in the denominator.

On an element of length \(h\) put \(z-z_c=hx/2\). The first unresolved Taylor term of \(u'\) is \(u^{(p+1)}(hx/2)^p/p!\). The Legendre expansion \(x^p=2^p(p!)^2P_p(x)/(2p)!+\dots\) leaves the remainder \(u^{(p+1)}h^p\,p!\,P_p(x)/(2p)!\). The mean square of \(P_p\) is \(1/(2p+1)\), so

\[
\lambda_h-\lambda\simeq c_p\sum_{\rm layers}h^{2p}\int u^{(p+1)\dagger}Au^{(p+1)}dz,\quad
c_p=\frac{1}{2p+1}\left[\frac{p!}{(2p)!}\right]^2 . \tag{7}
\]

In a uniform medium at \(k=0\), a wave of one polarisation \(e^{i\kappa z}\) has \(|u^{(p+1)}|=|\kappa|^p|u'|\) and \(\int u'^\dagger Au'dz=\lambda\). Its relative error in \(\lambda\) is \(c_p(\kappa h)^{2p}\). The constants fall from \(8.3\times10^{-2}\) at \(p=1\) to \(3.9\times10^{-8}\) at \(p=4\), which gives a first estimate of \(h\) from the shortest wavelength wanted.

## Worked example

The silicon layers are 6 nm thick and the germanium layers 4 nm. Rough constants \((C_{11},C_{12},C_{44})\) are (165, 65, 80) GPa and (130, 50, 65) GPa, with densities 2.3 and 5.3 g/cm³. With nm and ps, these units need no conversion factor. The wavenumbers are \(k=0.3\) nm⁻¹ and \(qd=0.6\pi\).

The reference frequencies come from a transfer matrix. Equations (1), with \(U'=t_1/C_{44}+kV\) and \(V'=(t_2-C_{12}kU)/C_{11}\), form a first-order system for \(y=(U,V,t_1,t_2)\). Matrix exponentials of the layers multiply to \(T(\lambda)\), with \(y(d)=Ty(0)\). The system has Hamiltonian form, so \(T\) is real and symplectic and its eigenvalues occur in reciprocal pairs. Dividing \(\det(T-\mu I)=0\) by \(\mu^2\) gives

\[
2\cos2qd-2\,\mathrm{tr}T\cos qd+\tfrac12\left[(\mathrm{tr}T)^2-\mathrm{tr}T^2\right]=0 .
\]

A root search gives 0.2098, 0.2996, 0.4174, 0.5801, 0.6096 and 0.7687 THz. The fourth mode has \(\lambda=13.2847\) ps⁻². Its relative errors in \(\lambda\), with equal numbers of elements in both layers, are:

| \(p\) | elements per layer | unknowns | error | order from half as many elements |
|---|---|---|---|---|
| 1 | 64 | 256 | 3.8e-4 | 2.00 |
| 2 | 16 | 128 | 6.4e-6 | 3.98 |
| 3 | 8 | 96 | 2.0e-7 | 5.96 |
| 4 | 4 | 64 | 5.1e-8 | 7.84 |

Equation (7), evaluated with the transfer-matrix mode, exceeds these four errors by at most 0.1, 0.4, 0.9 and 3.3 % of its own value. For \(p=4\) with two elements per layer the error is \(1.17\times10^{-5}\), about 13 % below the leading law. Halving \(h\) cuts this discrepancy by about four, as a relative correction of order \(h^2\) would. The measured order of 7.84 therefore reflects a coarse starting mesh.

A coarser case shows (4) and (5) at work. With \(p=2\) and three elements per layer, \(a(r,r)=0.07350\) ps⁻² and \(m(r,r)=8.727\times10^{-4}\). Both values depend on the relative phase of \(u\) and \(u_h\), which the solvers leave arbitrary; the combination in (5) does not. With the phases aligned they take their smallest values, 0.06973 ps⁻² and \(5.886\times10^{-4}\). Equation (5) gives \(0.07350-13.2847\times8.727\times10^{-4}=0.06191\) ps⁻², which is also the difference of the computed eigenvalues. For \(\sigma=1\) ps⁻², projecting the first four modes gives \(\delta=0.00460\). The bound is \(14.2847/(1-0.00921)-1=13.417\) ps⁻², above the computed 13.347 ps⁻².

## Failure modes

**A node misses an interface.** Traction is continuous, but \(u'\) jumps when the stiffness changes. A polynomial cannot represent the step. By (6), its unresolved energy is proportional to \(h\) times the squared jump, so the limiting order is one for every \(p\), even when the quadrature is split at the interface. A jump in \(u''\) adds terms in \(h^2\) and \(h^3\).

For \(p=2\) these terms matter here, and the ordinary \(h^4\) error also contributes on the coarser mesh below. For the fourth mode the jump in \(u''\) is 8.8 nm⁻¹ times the jump in \(u'\), and an element of a uniform 79-element mesh is 0.127 nm long. Between 39 and 79 elements the measured order is 1.59 for \(p=2\) and 1.03 for \(p=3\). Minimising (6) for the exact mode on the finer mesh predicts both errors within 0.2 %. For a single straddling element of \(10^{-4}\) nm, halved once, the same energy has order 1.00. An apparent order above one on practical meshes therefore does not show that the interface is harmless. With \(p=3\), the misaligned mesh has 474 unknowns and an error of \(9.1\times10^{-6}\); the aligned mesh in the table reaches \(2.0\times10^{-7}\) with 96.

**The phase is imposed on one side.** Replacing the last rows by constraint equations, without applying \(P^\dagger\) to the test functions, leaves the end tractions unbalanced and destroys the symmetry. A quick diagnostic is \(\|K_q-K_q^\dagger\|/\|K_q\|\) in the Frobenius norm. For \(p=4\) and four elements per layer it is at rounding level for real \(q\). If the test functions of the last node are simply dropped, it is 0.087 with equally spaced element nodes, and the eigenvalue nearest to the fourth one becomes \(12.97-1.73i\) ps⁻². Sixteen elements per layer give the same wrong eigenvalue while the diagnostic falls to 0.044, so refinement does not reveal the mistake. With the correct test factor but \(|\mu|=1.3\) the asymmetry is 0.046, and the eigenvalue of smallest modulus is \(1.723-0.051i\) ps⁻². There the asymmetry belongs to the problem and must not be averaged away.

**The mesh is refined too far.** The largest discrete eigenvalue grows as \(h^{-2}\), because the shortest resolved wavelength is proportional to \(h\). A backward-stable dense solver can leave an absolute error of order machine precision times that eigenvalue. Once this exceeds (7), refinement makes the result worse.

**The mode is not smooth.** In two- and three-dimensional crystals, pairing opposite boundary nodes gives the same Hermitian algebra. The bound (4) then gives order \(2p\) if the wanted mode and those below it have \(p+1\) square-integrable derivatives in each element. Layers guarantee this; inclusions with edges or corners need a separate argument.

## What accuracy is useful

The layer thicknesses are in the range of real silicon/germanium superlattices, and the elastic constants are rough typical values. Among the neglected effects, misfit strain can matter at the level of several per cent. If germanium takes up the whole lattice misfit of about 4 %, its relative volume change is \(2\times0.04(1-50/130)=0.049\). With a Grüneisen parameter of roughly one, a mode confined to germanium would move by about 5 %. This is only a scale, because the strain is biaxial and shear waves respond more weakly than longitudinal ones. With rough third-order elastic constants for germanium, \((C_{111},C_{112},C_{123},C_{144},C_{166},C_{456})=(-710,-389,-18,-23,-292,-53)\) GPa, the fourth mode rises by about 2.5 % if the layer thickness is held fixed, and by about 0.8 % if the number of atomic layers is. These shifts are sensitive to the constants: the set \((-696,-340,25,18,-296,-42)\) GPa gives 1.9 % and 0.3 %. A fully strained germanium layer of 4 nm also exceeds the equilibrium critical thickness, which is of order 1 nm, so dislocations may relax part of the misfit in a real sample.

Atomic dispersion lowers the frequency. Take \(\omega=v\kappa(1-\beta\kappa^2)\) for shear waves in germanium, with \(\beta\) set by a rough zone-edge frequency of 2.4 THz and a lattice constant of 0.57 nm. A germanium shear wave at the frequency of the fourth mode then falls by about 0.5 %. This is a low estimate, because the cubic law rises to 3.0 THz inside the zone before it comes down to 2.4 THz. A periodic law with the same sound speed and edge frequency, flat at the edge, gives about 1 %. These values only set the scale for the superlattice mode. Elastic softening of roughly \(10^{-4}\) per kelvin lowers that mode by another 0.5 % over 100 K. Replacing 0.5 nm around each interface by a layer with arithmetically averaged constants, and solving again with cubic elements, raises it by 0.08 %. Averaging the reciprocals of the elastic constants instead gives 0.05 %, so the shift depends on the model of the mixed layer.

An absolute prediction therefore gains nothing from a discretisation error far below one per cent. A comparison within the model can, if the errors of its runs do not cancel. Linear elements, 32 per layer, have a relative error of \(1.5\times10^{-3}\) in \(\lambda\), or 0.08 % in frequency, as large as the mixing shift. On a mesh whose nodes serve both structures almost all of this error cancels: 64 linear elements then give a shift between 0.072 and 0.081 % against a converged 0.079 %, when each mixed layer has 2 to 16 elements and germanium receives between a quarter and three fifths of the rest. A lopsided division cancels less well: with only three elements in the unmixed silicon the shift is 0.11 %. Between meshes of different density it does not cancel. Quartic elements, two per layer, have 0.0006 %. For the fourth mode this quartic mesh needs 32 unknowns, while cubic elements, four per layer, need 48 for nearly the same error. The mixed structure has four layers per period. Quartic elements, one in each mixed layer and two in each of the others, need 48 unknowns there and have a frequency error of 0.0002 %.

Higher numerical accuracy does not extend the physics. At 300 K, \(k_BT/h\) is 6.25 THz, so much of the thermally occupied spectrum lies above the modes computed here, where a lattice-dynamical model is required.
